# Direct RPA for the Hubbard model depends on a vanishing term: a numerical check

```python
"""Direct RPA for a Hubbard model is not unique.

Result under test: adding the same-spin on-site term
(lam*U/2) sum_s c+_s c+_s c_s c_s, which is zero by the Pauli principle,
changes the direct-RPA second-order energy of an unpolarized closed shell
by the factor 1 + lam**2.  lam = 1 keeps the term, lam = 0 drops it.
Symbols: t hopping, U on-site repulsion, D excitation gaps of the
Hartree-Fock reference, T transition densities on the sites, K direct
coupling matrix.  All energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]


def mean_field(h, U, n_up, n_dn):
    """Self-consistent Hartree-Fock; returns Fock matrices, energy, D, T, spin."""
    L = len(h)
    filling = (n_up, n_dn)
    dens = [np.full(L, n / L) for n in filling]
    for _ in range(2000):
        fock = [h + np.diag(U * dens[1]), h + np.diag(U * dens[0])]
        solved = [np.linalg.eigh(f) for f in fock]
        new = [(solved[s][1][:, :filling[s]] ** 2).sum(axis=1) for s in (0, 1)]
        change = max(np.abs(new[s] - dens[s]).max() for s in (0, 1))
        if change < 1e-13:
            break
        dens = [0.5 * (dens[s] + new[s]) for s in (0, 1)]
    assert change < 1e-11
    energy = U * np.dot(new[0], new[1])
    D, T, spin = [], [], []
    for s in (0, 1):
        eps, C = solved[s]
        for i in range(filling[s]):
            energy += C[:, i] @ h @ C[:, i]
            for a in range(filling[s], L):
                D.append(eps[a] - eps[i])
                T.append(C[:, i] * C[:, a])
                spin.append(s)
    return fock, energy, np.array(D), np.array(T), np.array(spin)


def coupling(U, lam, T, spin):
    same = spin[:, None] == spin[None, :]
    return U * np.where(same, lam, 1.0) * (T @ T.T)


def rpa_squares(D, K):
    root = np.sqrt(D)
    return np.linalg.eigvalsh(np.diag(D**2) + 2 * root[:, None] * K * root)


def rpa_energy(D, K):
    squares = rpa_squares(D, K)
    assert squares.min() > -1e-10, "unstable reference"
    omega = np.sqrt(np.maximum(squares, 0))
    return 0.5 * (omega.sum() - D.sum() - np.trace(K))


def second_order(D, K):
    return -0.5 * np.sum(K**2 / (D[:, None] + D[None, :]))


def second_order_from_rpa(D, K, s=1e-3):
    """Quadratic coefficient of the full RPA energy, by finite differences."""
    return (rpa_energy(D, s * K) + rpa_energy(D, -s * K)) / (2 * s**2)


def rpa_by_frequency(U, lam, D, T, spin):
    """Logarithmic ring sum with the site-and-spin density response."""
    L = T.shape[1]
    v = U * np.kron(np.array([[lam, 1.0], [1.0, lam]]), np.eye(L))
    wide = np.zeros((len(D), 2 * L))
    for p, s in enumerate(spin):
        wide[p, s * L:(s + 1) * L] = T[p]

    def integrand(w):
        chi = -(wide.T * (2 * D / (D**2 + w**2))) @ wide
        m = chi @ v
        sign, logdet = np.linalg.slogdet(np.eye(2 * L) - m)
        assert sign > 0
        return (logdet + np.trace(m)) / (2 * np.pi)
    return quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]


def annihilators(L):
    """Fermion matrices; modes 0..L-1 are spin up, L..2L-1 spin down."""
    lower, z = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ops = []
    for k in range(2 * L):
        m = np.eye(1)
        for j in range(2 * L):
            m = np.kron(m, z if j < k else lower if j == k else np.eye(2))
        ops.append(m)
    return ops


def one_body(c, matrices):
    L = len(matrices[0])
    return sum(matrices[s][i, j] * c[s * L + i].T @ c[s * L + j]
               for s in (0, 1) for i in range(L) for j in range(L)
               if matrices[s][i, j] != 0)


def many_body(h, U, n_up, n_dn, fock):
    """Exact ground energy and exact second-order energy in one sector."""
    L = len(h)
    c = annihilators(L)
    n = [x.T @ x for x in c]
    H = one_body(c, [h, h]) + U * sum(n[i] @ n[L + i] for i in range(L))
    H0 = one_body(c, fock)
    up = np.diag(sum(n[:L]))
    dn = np.diag(sum(n[L:]))
    keep = np.where((np.abs(up - n_up) < .1) & (np.abs(dn - n_dn) < .1))[0]
    H, H0 = H[np.ix_(keep, keep)], H0[np.ix_(keep, keep)]
    w, v = np.linalg.eigh(H0)
    amp = v.T @ (H - H0) @ v[:, 0]
    e2 = -np.sum(amp[1:]**2 / (w[1:] - w[0]))
    return np.linalg.eigvalsh(H)[0], e2


# Three ways to write the same on-site repulsion
c_site = annihilators(1)
nu, nd = [x.T @ x for x in c_site]
N, M = nu + nd, nu - nd
assert np.allclose(nu @ nd, (N @ N - N) / 2)
assert np.allclose(nu @ nd, -(M @ M - N) / 2)
assert all(np.allclose(x @ x, 0) for x in c_site)

# Inhomogeneous four-site chain, unpolarized and polarized
t, U_chain = 2.0, 1.5
site_energies = np.array([0.0, 0.7, -0.4, 0.3])
h4 = np.diag(site_energies) - t * (np.eye(4, k=1) + np.eye(4, k=-1))
chain = {}
for filling in ((2, 2), (2, 1)):
    fock, e_hf, D, T, spin = mean_field(h4, U_chain, *filling)
    _, e2_exact = many_body(h4, U_chain, *filling, fock)
    e2 = {}
    for lam in (1.0, 0.5, 0.0, -1.0):
        K = coupling(U_chain, lam, T, spin)
        e2[lam] = second_order_from_rpa(D, K)
        assert abs(e2[lam] - second_order(D, K)) < 1e-5 * abs(e2[lam])
        if filling == (2, 2):
            assert abs(e2[lam] / e2[0.0 if lam == 0 else 1.0]
                       - (1 if lam == 0 else (1 + lam**2) / 2)) < 1e-5
    for lam in (1.0, 0.0):
        K = coupling(U_chain, lam, T, spin)
        assert abs(rpa_energy(D, K)
                   - rpa_by_frequency(U_chain, lam, D, T, spin)) < 1e-7
    assert abs(e2[0.0] - e2_exact) < 1e-5 * abs(e2_exact)
    chain[filling] = (e2[1.0], e2[0.0], e2_exact, e2[1.0] / e2[0.0])
assert abs(chain[(2, 2)][3] - 2) < 1e-5
assert chain[(2, 1)][3] > 2.001

# Half-filled dimer
h2 = np.array([[0.0, -t], [-t, 0.0]])


def dimer(U, lam):
    _, _, D, T, spin = mean_field(h2, U, 1, 1)
    return D, coupling(U, lam, T, spin)


def dimer_exact(U):
    fock, e_hf, *_ = mean_field(h2, U, 1, 1)
    return many_body(h2, U, 1, 1, fock)[0] - e_hf


def keep_formula(U):
    return np.sqrt(t**2 + t * U) - t - U / 2


def drop_formula(U):
    return (np.sqrt(4*t**2 + 2*t*U) + np.sqrt(4*t**2 - 2*t*U)) / 2 - 2*t


def exact_formula(U):
    return 2 * t - np.sqrt(4 * t**2 + U**2 / 4)


scan = []
for U in (0.5, 1.0, 2.0, 3.0, 3.5):
    row = (rpa_energy(*dimer(U, 1.0)), rpa_energy(*dimer(U, 0.0)),
           dimer_exact(U))
    assert np.allclose(row, (keep_formula(U), drop_formula(U),
                             exact_formula(U)), atol=1e-10)
    scan.append((U,) + row)

# Leading terms beyond second order
small = 1e-3 * t
cubic = (rpa_energy(*dimer(small, 1.0)) + small**2 / (8*t)) / small**3
assert abs(cubic * 16 * t**2 - 1) < 2e-3
small = 0.05 * t
for value, coefficient in ((rpa_energy(*dimer(small, 0.0)), -5 / 1024),
                           (dimer_exact(small), 1 / 1024)):
    quartic = (value + small**2 / (16*t)) / small**4 * t**3
    assert abs(quartic / coefficient - 1) < 0.01

# Crossing of the two RPA energies and quality on either side
U_cross = brentq(lambda U: rpa_energy(*dimer(U, 1.0))
                 - rpa_energy(*dimer(U, 0.0)), 0.5 * t, 1.9 * t)
for U, keep, drop, exact in scan:
    assert (abs(drop - exact) < abs(keep - exact)) == (U < U_cross)


# Spin instability: RPA root against the energy of a polarized determinant
def polarized_energy(theta, U):
    up = np.array([np.cos(theta), np.sin(theta)])
    dn = up[::-1]
    return up @ h2 @ up + dn @ h2 @ dn + U * np.sum(up**2 * dn**2)


def curvature(U, step=1e-3):
    e = [polarized_energy(np.pi/4 + k * step, U) for k in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / step**2


U_rpa = brentq(lambda U: rpa_squares(*dimer(U, 0.0)).min(), t, 3 * t)
U_hf = brentq(curvature, t, 3 * t)
assert abs(U_rpa - 2 * t) < 1e-8 and abs(U_hf - U_rpa) < 1e-4
U_spin_form = brentq(lambda U: rpa_squares(*dimer(U, -1.0)).min(), .5*t, 1.5*t)
assert abs(U_spin_form - t) < 1e-8
assert rpa_squares(*dimer(50 * t, 1.0)).min() > 0

# Worked example
U = 1.0
D, K_keep = dimer(U, 1.0)
_, K_drop = dimer(U, 0.0)
_, K_spin = dimer(U, -1.0)
e2_keep, e2_drop = second_order(D, K_keep), second_order(D, K_drop)
e2_spin = second_order(D, K_spin)
assert np.allclose((e2_keep, e2_drop, e2_spin),
                   (-U**2/(8*t), -U**2/(16*t), -U**2/(8*t)), atol=1e-12)
full = [rpa_energy(D, K) for K in (K_keep, K_drop, K_spin)]
exact = dimer_exact(U)

# One electron: the exact correlation energy is zero
fock1, e_hf1, D1, T1, spin1 = mean_field(h2, U, 1, 0)
one_exact = many_body(h2, U, 1, 0, fock1)[0] - e_hf1
one_keep = rpa_energy(D1, coupling(U, 1.0, T1, spin1))
one_drop = rpa_energy(D1, coupling(U, 0.0, T1, spin1))
assert abs(one_exact) < 1e-12 and abs(one_drop) < 1e-12 and one_keep < -1e-3

print(f"Dimer: hopping t = {t:.1f} eV, repulsion U = {U:.1f} eV")
print(f"Hartree-Fock gap D = {D[0]:.4f} eV")
print(f"Hartree-Fock total energy = {mean_field(h2, U, 1, 1)[1]:.4f} eV")
for name, K in (("keep, lam=1", K_keep), ("drop, lam=0", K_drop),
                ("spin form, lam=-1", K_spin)):
    k = np.linalg.eigvalsh(K) + 0.0
    w = np.sqrt(rpa_squares(D, K))
    print(f"{name}: channel couplings {k[0]:.4f}, {k[1]:.4f} eV;"
          f" RPA roots {w[0]:.4f}, {w[1]:.4f} eV")
print(f"Second order, keep: {e2_keep:.5f} eV = {e2_keep/HARTREE:.6f} hartree")
print(f"Second order, drop: {e2_drop:.5f} eV = {e2_drop/HARTREE:.6f} hartree")
print(f"Second order, spin form: {e2_spin:.5f} eV")
print(f"Second-order ratio keep/drop = {e2_keep/e2_drop:.4f}")
for name, e in zip(("keep", "drop", "spin form"), full):
    print(f"Full direct RPA, {name}: {e:.5f} eV = {e/HARTREE:.6f} hartree")
print(f"Exact correlation: {exact:.5f} eV = {exact/HARTREE:.6f} hartree")
print(f"Full RPA ratio keep/drop = {full[0]/full[1]:.4f}")
print("Dimer scan: U, keep, drop, exact correlation energies (eV)")
for row in scan:
    print("  {:.1f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"Keep and drop cross at U = {U_cross:.4f} eV, U/t = {U_cross/t:.4f}")
print(f"Drop: RPA instability at U = {U_rpa:.4f} eV")
print(f"Restricted Hartree-Fock spin instability at U = {U_hf:.4f} eV")
print(f"Spin form: RPA instability at U = {U_spin_form:.4f} eV")
print(f"One electron, U = {U:.1f} eV: keep {one_keep:.5f} eV,"
      f" drop {abs(one_drop):.5f} eV, exact {abs(one_exact):.5f} eV")
print(f"Chain: t = {t:.1f} eV, U = {U_chain:.1f} eV, site energies"
      f" {', '.join(f'{x:.1f}' for x in site_energies)} eV")
for filling, (keep, drop, reference, ratio) in chain.items():
    print(f"Chain, {filling[0]} up {filling[1]} down, second order (eV):"
          f" keep {keep:.5f}, drop {drop:.5f}, exact {reference:.5f};"
          f" ratio {ratio:.4f}")
print("OK")
```

Running it gives:

```
Dimer: hopping t = 2.0 eV, repulsion U = 1.0 eV
Hartree-Fock gap D = 4.0000 eV
Hartree-Fock total energy = -3.5000 eV
keep, lam=1: channel couplings 0.0000, 1.0000 eV; RPA roots 4.0000, 4.8990 eV
drop, lam=0: channel couplings -0.5000, 0.5000 eV; RPA roots 3.4641, 4.4721 eV
spin form, lam=-1: channel couplings -1.0000, 0.0000 eV; RPA roots 2.8284, 4.0000 eV
Second order, keep: -0.06250 eV = -0.002297 hartree
Second order, drop: -0.03125 eV = -0.001148 hartree
Second order, spin form: -0.06250 eV
Second-order ratio keep/drop = 2.0000
Full direct RPA, keep: -0.05051 eV = -0.001856 hartree
Full direct RPA, drop: -0.03188 eV = -0.001172 hartree
Full direct RPA, spin form: -0.08579 eV = -0.003153 hartree
Exact correlation: -0.03113 eV = -0.001144 hartree
Full RPA ratio keep/drop = 1.5843
Dimer scan: U, keep, drop, exact correlation energies (eV)
  0.5  -0.01393  -0.00785  -0.00780
  1.0  -0.05051  -0.03188  -0.03113
  2.0  -0.17157  -0.13630  -0.12311
  3.0  -0.33772  -0.35425  -0.27200
  3.5  -0.43338  -0.55428  -0.36606
Keep and drop cross at U = 2.8515 eV, U/t = 1.4258
Drop: RPA instability at U = 4.0000 eV
Restricted Hartree-Fock spin instability at U = 4.0000 eV
Spin form: RPA instability at U = 2.0000 eV
One electron, U = 1.0 eV: keep -0.01393 eV, drop 0.00000 eV, exact 0.00000 eV
Chain: t = 2.0 eV, U = 1.5 eV, site energies 0.0, 0.7, -0.4, 0.3 eV
Chain, 2 up 2 down, second order (eV): keep -0.22525, drop -0.11262, exact -0.11262; ratio 2.0000
Chain, 2 up 1 down, second order (eV): keep -0.12932, drop -0.05034, exact -0.05034; ratio 2.5690
OK
```
